# Photoelectron asymmetry from a p shell: the Hanstorp form for O⁻

## Problem

Linearly polarized light detaches a p electron from randomly oriented negative ions. The angular distribution about the polarization axis $z$ is

$$I(\theta)\propto 1+\beta P_2(\cos\theta),\qquad P_2(\cos\theta)=\tfrac12(3\cos^2\theta-1).$$

Use the electric-dipole and independent-electron approximations. Spin and fine structure are not resolved, and differences between the final terms of the neutral atom are ignored.

1. Express $\beta$ through the radial dipole integrals $R_0$ and $R_2$ to the outgoing s and d waves, and through their phase difference.
2. The Hanstorp simplification sets $R_2/R_0=AE$, where $E$ is the photoelectron energy, and keeps $A$ and the phase difference constant. Justify the energy dependence near threshold and write $\beta(E)$.
3. For $A>0$, find where the curve starts, how deep it dips and where it changes sign. When does the dip reach $-1$?
4. Fit the two parameters to a calculated curve for the oxygen anion, and judge what the fit establishes.

## Hints

**Hint 1.** Use the real orbitals $p_x,p_y,p_z$. The dipole operator and the orbital together carry the angular factor $\hat r_z\hat r_i$. Separate its isotropic part from its traceless part.

**Hint 2.** Intensities from the three orbitals add. Amplitudes of the s and d waves from one orbital interfere.

**Hint 3.** Near threshold, ask how a wave of angular momentum $\ell$ depends on the wave number $k$ in the small region occupied by the bound orbital.

**Hint 4.** Use the dimensionless variable $x=AE$. At a stationary point of a quotient, the quotient equals the ratio of the derivatives of its numerator and denominator.

## Full solution

### 1. From amplitudes to the asymmetry parameter

Write the initial orbitals as

$$\phi_i(\mathbf r)=\sqrt{\frac{3}{4\pi}}\,\frac{P(r)}{r}\,\hat r_i,\qquad i=x,y,z,\qquad \int_0^\infty P^2\,dr=1.$$

An electron detected in the direction $\mathbf n$ is described by the continuum state

$$\psi_{\mathbf k}(\mathbf r)=\sum_\ell(2\ell+1)\,i^\ell e^{-i\delta_\ell}\,\frac{u_\ell(r)}{r}\,P_\ell(\mathbf n\cdot\hat{\mathbf r}),$$

whose radial functions behave at large $r$ as

$$u_\ell(r)\to\frac1k\sin\!\left(kr-\frac{\ell\pi}{2}+\delta_\ell\right).$$

The phase factor $e^{-i\delta_\ell}$ makes the outgoing part of each partial wave equal to that of a plane wave, as detection in the direction $\mathbf n$ requires. The potential then changes only the incoming part. Without a potential it reduces to $e^{i\mathbf k\cdot\mathbf r}$.

The transition amplitude is proportional to $\langle\psi_{\mathbf k}|z|\phi_i\rangle$. Complex conjugation turns $i^\ell e^{-i\delta_\ell}$ into $(-i)^\ell e^{i\delta_\ell}$. The radial factors combine to

$$R_\ell=\int_0^\infty P(r)\,r\,u_\ell(r)\,dr.$$

The angular factor separates as

$$\hat r_z\hat r_i=\frac{\delta_{iz}}3+\left(\hat r_z\hat r_i-\frac{\delta_{iz}}3\right).$$

The first term has $\ell=0$. The second is symmetric and traceless, so it has $\ell=2$. Integration against $(2\ell+1)P_\ell(\mathbf n\cdot\hat{\mathbf r})$ returns $4\pi$ times the part of degree $\ell$, evaluated at $\mathbf n$.

Define $S=R_0e^{i\delta_0}$ and $D=R_2e^{i\delta_2}$. Since $(-i)^0=1$ and $(-i)^2=-1$, the amplitude is, up to a common factor,

$$F_i=S\frac{\delta_{iz}}3-D\left(n_zn_i-\frac{\delta_{iz}}3\right)
=\frac{S+D}{3}\delta_{iz}-Dn_zn_i.$$

Random orientation gives the three p orbitals equal average occupation, with no coherence between them. Their intensities therefore add. The sums needed are

$$\sum_i\delta_{iz}^2=1,\qquad \sum_i\delta_{iz}n_zn_i=n_z^2,\qquad \sum_i n_z^2n_i^2=n_z^2,$$

where the last one uses $|\mathbf n|=1$. With $n_z=\cos\theta$,

$$\sum_i|F_i|^2=\frac{|S+D|^2}{9}
+\left\{|D|^2-\frac23\operatorname{Re}[(S+D)^*D]\right\}\cos^2\theta.$$

Let $c=\cos(\delta_2-\delta_0)$. Then

$$|S+D|^2=R_0^2+R_2^2+2R_0R_2c,\qquad
\operatorname{Re}[(S+D)^*D]=R_2^2+R_0R_2c.$$

The intensity has the form $a+b\cos^2\theta$, with

$$a=\frac{R_0^2+R_2^2+2R_0R_2c}{9},\qquad
b=\frac{R_2^2-2R_0R_2c}{3}.$$

Now insert $\cos^2\theta=(1+2P_2)/3$. The isotropic part is

$$a+\frac b3=\frac{R_0^2+R_2^2+2R_0R_2c+R_2^2-2R_0R_2c}{9}
=\frac{R_0^2+2R_2^2}{9},$$

and the coefficient of $P_2$ is $2b/3=2(R_2^2-2R_0R_2c)/9$. Their ratio is

$$\boxed{\beta=\frac{2R_2(R_2-2R_0c)}{R_0^2+2R_2^2}}.$$

The interference cancels from the isotropic part, so it redistributes electrons in angle without changing their total number.

Reversing the sign of $u_\ell$ and adding $\pi$ to $\delta_\ell$ describes the same wave. This freedom is used to make $c\geq0$. The sign of $R_2/R_0$ then has physical meaning.

### 2. The threshold ratio

First take free waves, $u_\ell=rj_\ell(kr)$. The orbital $P$ decays exponentially, so at sufficiently small $k$ the Bessel functions may be expanded under the integral:

$$j_0(kr)\to1,\qquad j_2(kr)\to\frac{(kr)^2}{15}.$$

With the moments $M_n=\int_0^\infty P\,r^n\,dr$, this gives $R_0\to M_2$ and $R_2\to k^2M_4/15$. Since $k^2=2mE/\hbar^2$,

$$\frac{R_2}{R_0}\to A_{\rm free}E,\qquad
A_{\rm free}=\frac{2m}{15\hbar^2}\frac{M_4}{M_2}.$$

A short-range potential changes the coefficient but normally keeps the power. Let $v_\ell(r)$ be the regular solution that starts as $r^{\ell+1}$ at the origin. Its equation contains $k$ through $k^2$ and has a finite limit at $k=0$. Outside the potential this limit is

$$v_\ell\to\alpha_\ell r^{\ell+1}+\gamma_\ell r^{-\ell}.$$

In the outer region with $kr\ll1$, the growing part of the normalized wave is

$$\cos\delta_\ell\,rj_\ell(kr)\simeq
\cos\delta_\ell\,\frac{k^\ell r^{\ell+1}}{(2\ell+1)!!}.$$

Comparing the two growing parts gives

$$u_\ell\simeq\frac{k^\ell\cos\delta_\ell}{\alpha_\ell(2\ell+1)!!}\,v_\ell.$$

At threshold $\delta_\ell$ tends to a multiple of $\pi$ if $\alpha_\ell\ne0$. Thus $R_\ell\propto k^\ell$, and $R_2/R_0\propto k^2\propto E$. With the sign convention above, $c\to1$.

The argument fails if $\alpha_\ell=0$, which signals a zero-energy bound state for $\ell=2$ or a zero-energy resonance, not normalizable, for $\ell=0$, or if the leading dipole integral vanishes. It also fixes no sign for $A$. Here $A>0$ is assumed, as the problem states. The model potential used for oxygen below also gives a positive ratio.

Substitute $R_2=AER_0$ into the boxed result and cancel $R_0^2$:

$$\boxed{\beta(E)=\frac{2AE(AE-2c)}{1+2A^2E^2}}.$$

The linear ratio has been derived near threshold. Using it over a wider range, with a constant $c$ that may differ from one, is an approximation.

### 3. Start, dip and rise

With $x=AE$,

$$\beta(x)=\frac{2x^2-4cx}{1+2x^2}.$$

At $x=0$ there is only an s wave, which is isotropic, so $\beta=0$. For small $x$,

$$\beta\simeq-4cx=-4cAE.$$

The first departure from isotropy comes from interference, because it is linear in the small d amplitude. The d intensity is quadratic. For $c>0$ the curve therefore begins by falling.

The numerator of $d\beta/dx$ is

$$\begin{aligned}
&(4x-4c)(1+2x^2)-(2x^2-4cx)(4x)\\
&=4x+8x^3-4c-8cx^2-8x^3+16cx^2\\
&=4(2cx^2+x-c).
\end{aligned}$$

The quadratic equals $-c$ at $x=0$, and the product of its roots is $-1/2$. It therefore has one positive root,

$$x_{\min}=\frac{\sqrt{1+8c^2}-1}{4c}.$$

The derivative is negative before this root and positive after it. The curve has one minimum and rises from there on.

For the depth, let $q=\sqrt{1+8c^2}$. The ratio of derivatives at the minimum gives

$$\beta_{\min}=\frac{4x_{\min}-4c}{4x_{\min}}=1-\frac{c}{x_{\min}}.$$

Because $8c^2=q^2-1$,

$$\frac{c}{x_{\min}}=\frac{4c^2}{q-1}=\frac{(q-1)(q+1)}{2(q-1)}=\frac{q+1}{2},$$

and hence

$$\boxed{\beta_{\min}=\frac{1-\sqrt{1+8c^2}}2}.$$

The dip reaches $-1$ only when $c=1$, and then at $x=1/2$, or $R_0=2R_2$. The amplitude along the polarization explains this value. At $\theta=0$ only $F_z$ survives, and

$$F_z=\frac{S+D}{3}-D=\frac{S-2D}{3}.$$

It vanishes when the waves are in phase and $R_0=2R_2$. The distribution is then proportional to $1-P_2=\tfrac32\sin^2\theta$. A phase difference with $c<1$ prevents complete cancellation and makes the dip shallower. If $c=0$ there is no dip.

The numerator vanishes again at $x=2c$, so the curve crosses zero at

$$E_0=\frac{2c}{A}.$$

There the angular variation of the d intensity cancels that of the interference, and the distribution is isotropic. As $x\to\infty$ the formula tends to $\beta=1$, the value for a pure d wave. This is a limit of the simplified expression and no prediction for fast electrons, since the threshold ratio cannot be relied on there.

### 4. The oxygen anion

**The calculated curve.** The extra electron moves in a central potential made from neutral oxygen. The electron density $\rho$ comes from a spin-unrestricted Hartree–Fock calculation in the aug-cc-pVTZ basis and is averaged over directions. To the electrostatic potential energy of the nucleus and this density is added a local exchange term,

$$V_x(r)=-s\,\frac{e^2}{4\pi\varepsilon_0}\left(\frac{3\rho(r)}{\pi}\right)^{1/3}.$$

The number $s$ is adjusted until the 2p electron is bound by 1.5 eV, a rough value for the electron affinity. This requires $s=0.667$ in this basis and $0.669$ in larger ones. Polarization of the atom, electron correlation and term dependence are left out.

The bound orbital and the s and d waves are found in this same potential by Runge–Kutta integration of the radial equation. Their integrals and phases enter the first boxed formula, without assuming a linear ratio or a constant $c$.

**Threshold coefficient.** The computed orbital has $M_4/M_2=0.268\ \mathrm{nm^2}$. The free-wave estimate is therefore

$$A_{\rm free}=\frac{2m}{15\hbar^2}(0.268\ \mathrm{nm^2})=0.47\ \mathrm{eV^{-1}}.$$

With the model waves, $R_2/(R_0E)$ at 0.01 eV is $0.45\ \mathrm{eV^{-1}}$. Doubling the energy to 0.02 eV multiplies $R_2/R_0$ by 2.017, within one percent of the factor two expected at threshold. Larger basis sets raise the quotient to about $0.455$–$0.457\ \mathrm{eV^{-1}}$. These values belong to a short-range model. A real oxygen atom adds a polarization tail, $-\alpha/(2r^4)$ in atomic units. Including it with $\alpha=5.3$ and a cutoff radius of 2 to 3 bohr, with $s$ readjusted, lowers the quotient at 0.01 eV to $0.41$–$0.38\ \mathrm{eV^{-1}}$. The closeness to $A_{\rm free}$ should therefore not be expected for the real anion.

**The fit.** A least-squares fit of $\beta(E)$ to 20 calculated values, spaced by 0.1 eV from 0.1 to 2.0 eV, gives

$$A=0.571\ \mathrm{eV^{-1}}=3.57\times10^{18}\ \mathrm{J^{-1}},\qquad c=0.985.$$

The root-mean-square difference in $\beta$ is 0.017, and the largest is 0.039. The third digit of $A$ is not converged. Larger basis sets give $A=0.568$–$0.569\ \mathrm{eV^{-1}}$ with $c$ still 0.985, and they shift the 4 eV row below to $R_2/R_0=1.89$–$1.90$ and a model $\beta$ of $0.148$–$0.155$. A binding energy of 1.461 eV gives $A=0.581\ \mathrm{eV^{-1}}$. The polarization tail gives $A\approx0.58\ \mathrm{eV^{-1}}$, $c=0.97$–$0.98$ and a root-mean-square difference of 0.025–0.031. Representative values are:

| $E$ (eV) | $R_2/R_0$ | $c$ | $\beta$, model | $\beta$, fit |
|---:|---:|---:|---:|---:|
| 0.01 | 0.0045 | 0.999 | −0.018 | −0.022 |
| 0.20 | 0.101 | 0.993 | −0.375 | −0.413 |
| 0.80 | 0.457 | 1.000 | −0.995 | −0.975 |
| 1.00 | 0.575 | 0.997 | −0.983 | −0.967 |
| 2.00 | 1.104 | 0.950 | −0.512 | −0.523 |
| 3.00 | 1.527 | 0.872 | −0.117 | −0.128 |
| 4.00 | 1.872 | 0.783 | 0.143 | 0.126 |

For the fitted curve,

$$x_{\min}=\frac{\sqrt{1+8(0.985)^2}-1}{4(0.985)}=0.497,$$

$$E_{\min}=\frac{0.497}{0.571\ \mathrm{eV^{-1}}}=0.87\ \mathrm{eV}=1.40\times10^{-19}\ \mathrm J,$$

$$\beta_{\min}=\frac{1-\sqrt{1+8(0.985)^2}}2=-0.98.$$

The zero crossing is at $2(0.985)/(0.571\ \mathrm{eV^{-1}})=3.45$ eV. On the 0.1 eV grid, the lowest model value is $-0.998$ at 0.90 eV. The model goes slightly deeper than the fit because its own $c$ is closer to one near the dip than the fitted constant.

**What the fit establishes.** The two-parameter form describes this model's $\beta$ well, but the fitted $A$ is not the threshold coefficient. The quotient $R_2/(R_0E)$ is 0.45 eV⁻¹ at 0.01 eV, rises to $0.575\ \mathrm{eV^{-1}}$ at 1 eV, and falls to $1.872/4=0.47\ \mathrm{eV^{-1}}$ at 4 eV. The fit returns an effective value for its window. For this potential that value lies above the threshold coefficient, so the fitted curve starts too steeply: at 0.01 eV its $\beta$ is larger in magnitude than the model value by about a quarter of the latter.

The good agreement at 4 eV, outside the fitted range, needs equal care. The fit uses $x=0.5713\times4=2.285$ and $c=0.9848$, whereas the model has $x=1.872$ and $c=0.783$. Both parameters are too large, but the factor that controls the sign of $\beta$ hardly changes:

$$x-2c=0.32\ \text{(fit)},\qquad x-2c=0.31\ \text{(model)}.$$

The errors largely compensate: the fitted $x$ with the model $c$ would give $\beta=0.29$, and the model $x$ with the fitted $c$ would give $-0.05$. The compensation is not complete. The prefactor $2x/(1+2x^2)$ is 0.40 for the fit and 0.47 for the model, which leaves 0.126 against 0.143. A good fit to $\beta$ alone does not show that the ratio is linear or that the phase difference is constant. Nor does this fit test the model against measured oxygen data.

## Variation 1: parameters from the dip alone

Suppose only the position $E_{\min}$ and depth $\beta_{\min}$ are known. Find $A$ and $c$.

**Solution.** From the depth formula, $1-2\beta_{\min}=\sqrt{1+8c^2}$. Squaring gives $4\beta_{\min}^2-4\beta_{\min}=8c^2$, so

$$c=\sqrt{\frac{\beta_{\min}(\beta_{\min}-1)}2}.$$

The relation $\beta_{\min}=1-c/x_{\min}$ gives $x_{\min}=c/(1-\beta_{\min})$, and therefore

$$A=\frac{c}{(1-\beta_{\min})E_{\min}}.$$

For the lowest model grid point, $\beta_{\min}=-0.998$ and $E_{\min}=0.90$ eV. These give $c=0.998$, $x_{\min}=0.50$ and $A=0.56\ \mathrm{eV^{-1}}$. The position is known only to the grid spacing. Moving it to 0.80 or 1.00 eV changes $A$ to about 0.62 or $0.50\ \mathrm{eV^{-1}}$, a range that includes the value from the full fit.

## Variation 2: circularly polarized light

Let the light be circularly polarized and measure the angle $\vartheta$ from its direction of propagation. What distribution replaces $1+\beta P_2$?

**Solution.** For a complex unit polarization vector $\boldsymbol\epsilon$, the amplitude becomes

$$F_i=\frac{S+D}{3}\epsilon_i-D(\boldsymbol\epsilon\cdot\mathbf n)n_i.$$

The sum over orbitals has the same $a$ and $b$ as before, with $\cos^2\theta$ replaced by $|\boldsymbol\epsilon\cdot\mathbf n|^2$. For circular polarization,

$$|\boldsymbol\epsilon\cdot\mathbf n|^2=\frac{\sin^2\vartheta}{2}=\frac{1-P_2(\cos\vartheta)}3.$$

Therefore

$$I=a+\frac b3-\frac b3P_2(\cos\vartheta)
\propto1-\frac\beta2P_2(\cos\vartheta),$$

because $\beta=(2b/3)/(a+b/3)$. At $\beta=-1$ the distribution is proportional to $1+\cos^2\vartheta$. Emission along the beam is then twice as intense as emission perpendicular to it, and no direction is dark. For $A>0$ the formula gives $\beta<1$, so $1-\tfrac\beta2P_2$ never vanishes, and the complete cancellation found along a linear polarization axis has no counterpart here. A dark direction along the beam would need $\beta=2$, that is $R_2=-R_0$ with $c=1$.
